Why Height Variance on a Half-Filled Exclusion Ring Grows as t/√L

On a half-filled totally asymmetric exclusion ring of L sites, the variance of the surface height at any fixed point grows at late times as

Var h ≃ D_L w t, D_L = L R / [(L−1)(2L−1)], R = C(2L,L) / C(L,L/2)²,

where w is the hop rate and C(a,b) a binomial coefficient. For large L,

D_L = (√π/4) L^(−1/2) [1 + 15/(8L) + …].

The growth is linear because a finite ring forgets its past after a finite time, so that increments of height over well separated intervals are nearly independent. On large rings the coefficient is much larger than the 1/L of uncorrelated hops because the number of places where growth can happen fluctuates slowly: it depends nonlinearly on slope, and so follows the long, slow waves of the surface.

**The surface and its particles**

N particles occupy L sites, at most one per site. Each hops one site to the right at rate w if that site is empty. Time is measured in units of 1/w until the example. With n_i = 1 for an occupied site and 0 for an empty one, define the height by

h_i − h_(i−1) = 1 − 2n_i.

A particle is a downward slope and a hole an upward slope. A hop from i to i+1 turns a valley at i into a peak and raises h_i by 2. Half filling, N = L/2, makes the surface level on average and h periodic.

Let Y be the total number of hops up to time t. Each hop raises the spatial mean height H by 2/L, so H = H(0) + 2Y/L. The difference δ = h_i − H is bounded, since neighbouring heights differ by 1. In

Var h_i = Var H + 2 Cov(H,δ) + Var δ

the last term is bounded, and the middle one is at most 2 √(Var H · Var δ), of order √t if Var H grows linearly. Hence

D_L = (4/L²) Δ, Δ = lim Var(Y)/t for t → ∞ at fixed L.

The variance is taken over repeated histories. It is not the roughness of one surface, which stays bounded on a ring.

**Shot noise and memory**

Let K be the number of particles free to hop, that is, of occupied sites followed by an empty one. A configuration is left at total rate K. It is entered through hops that have just ended, one for each empty site followed by an occupied one. Around a ring the two kinds of boundary alternate, so there are K of each. Entrances balance exits if all configurations are equally likely. This is the stationary state, and it is unique because any configuration can be reached from any other. A given site is then occupied with probability N/L, and the next is empty with probability (L−N)/(L−1), so

J = ⟨K⟩ = N(L−N)/(L−1).

Start in this state. In a short time dt, Y rises by 1 with probability K dt, and Y² then rises by 2Y+1. Therefore

d⟨Y²⟩/dt = J + 2⟨Y(t)K(t)⟩.

Now Y(t) is the sum of all earlier hops. The rate at which hops end in a configuration is its stationary probability times its number of entrances, which is K again. A hop at time s thus contributes ⟨K(t−s)K(0)⟩ ds to ⟨Y(t)K(t)⟩. Subtracting d⟨Y⟩²/dt = 2J²t and letting t grow gives

Δ = J + 2 ∫₀^∞ Cov(K(s),K(0)) ds.

The integral converges because correlations on a finite ring decay exponentially. This is the origin of the linear law. The first term is shot noise. Alone, at half filling, it would give D = 4J/L² = 1/(L−1).

Symmetric hopping isolates the second term. Let particles hop right and left at rate 1/2 each, and count left hops negatively. A ring has as many possible left hops as right hops, so the mean rate of change of Y is zero in every configuration. A fluctuation of K no longer biases later growth, and Δ = J. For L = 8, evolving the moments of one local height gives D = 0.142857 = 1/7 in the symmetric case and 0.200117 in the asymmetric one. The mean number of events per unit time is the same in both.

**Why the memory is large**

With n_k = Σ_j n_j exp(−ikj), the number of free particles is

K = Σ_j n_j(1−n_(j+1)) = N − (1/L) Σ_k cos k |n_k|².

It is quadratic in the density. Over a region of locally uniform density ρ, K per site is close to ρ(1−ρ), which has its maximum at ρ = 1/2. A long density wave, which is a large-scale tilt of the surface, lowers the growth rate for as long as it lasts.

Its lifetime follows from a scaling argument. In the stationary state, the mean density of a stretch of length ℓ fluctuates by about ℓ^(−1/2). Disturbances travel at speed d[ρ(1−ρ)]/dρ = 1−2ρ, which then varies by about ℓ^(−1/2) as well. The time needed to distort a structure of length ℓ is

ℓ / ℓ^(−1/2) = ℓ^(3/2).

The m-th wave has ℓ of order L/m. Its |n_k|²/L fluctuates by an amount of order one, so, if the waves are treated as independent, it contributes about (L/m)^(3/2) to the memory integral. The sum over m converges and is dominated by the longest waves. Hence Δ ∼ L^(3/2) and D = 4Δ/L² ∼ L^(−1/2).

Small rings support parts of this picture. The slowest relaxation rate, multiplied by L^(3/2), is 7.85, 7.63, 7.45 and 7.32 for L = 6, 8, 10 and 12. The rate falls as L^(−1.60) between L = 8 and 12, which is compatible with a drift towards 3/2 but does not prove it. For L = 12, Δ consists of 3.27 from shot noise and 2.14 from memory. Splitting the memory by the waves in the formula for K gives the longest wave a share of 0.562 and the second 0.017; the rest belongs to shorter waves. These shares do not form a regular m^(−3/2) sequence, and they do not test the picture, because the split depends on a convention. Σ_k |n_k|² = LN is fixed, so a constant can be added to cos k without changing the fluctuations of K. With cos k − 1 in place of cos k, the share of the longest wave would be 0.562 × (0.866 − 1)/0.866 = −0.087. The scaling argument uses the form with cos k, which reduces to ρ(1−ρ) per site for long waves.

The power and its prefactor need a calculation without scaling assumptions.

**Counting hops with an eigenvalue**

Give every hop a weight e^g. The weighted probability G(x) = Σ_Y e^(gY) P(x,Y) of a configuration x obeys

dG(x)/dt = e^g Σ G(x′) − K(x) G(x),

where the sum runs over configurations x′ that lead to x by one hop. For real g the matrix on the right has a simple largest eigenvalue E(g), because its off-diagonal elements are not negative and connect all configurations. At late times ⟨e^(gY)⟩ ≃ A(g) e^(E(g)t). The initial state enters A alone, so it affects neither the late mean rate E′(0) = J nor

Δ = E″(0).

Let ψ(x₁,…,x_N), with x₁ < … < x_N, be the eigenvector. If no particles are neighbours,

Eψ = Σ_j [e^g ψ(…,x_j−1,…) − ψ].

If x_j = x and x_(j+1) = x+1, this equation contains two terms too many: a gain from two particles on site x, and a loss from the blocked hop of particle j. They cancel if

e^g ψ(…,x,x,…) = ψ(…,x,x+1,…).

The equation for free particles then holds everywhere. Neighbours across the end of the ring are covered by requiring

ψ(x₂,…,x_N,x₁+L) = ψ(x₁,…,x_N).

Try the determinant with row index j and column index k

ψ = det[ z_k^(x_j) v_k^(−j) ], v_k = e^g − z_k.

Shifting x_j by −1 multiplies an entry by 1/z_k. Each term in the expanded determinant contains every z_k once, so E = Σ_k (e^g/z_k − 1). For the exclusion condition, subtract its right side from its left. The two determinants differ in row j+1 alone, and the difference has there

z_k^x (e^g − z_k) v_k^(−j−1) = z_k^x v_k^(−j).

This equals row j, so the difference vanishes.

For periodicity, take a factor v_k out of each column of ψ(x₂,…,x_N,x₁+L). The first N−1 rows become rows 2 to N of the original determinant. The last becomes the original first row with entries multiplied by z_k^L v_k^(−N). Moving it to the top gives a sign (−1)^(N−1). The two functions agree if, for every k,

(−1)^(N−1) (Π_j v_j) z_k^L v_k^(−N) = 1.

Put z_k = e^g(1−u_k), so that v_k = e^g u_k. The factors e^(gN) from Π v_j and e^(−gN) from v_k^(−N) cancel, leaving

u_k^N = c(1−u_k)^L, c = (−1)^(N−1) e^(gL) Π_j u_j,
E = Σ_k u_k/(1−u_k).

**Choosing the right roots**

For small c this equation has N roots near zero, one for each N-th root τ of c:

u = τ(1−u)^(L/N), τ^N = c.

Use these N roots. The product of the τ is (−1)^(N−1)c, so

Π u_j = (−1)^(N−1) c Π(1−u_j)^(L/N).

Inserting this in the definition of c gives 1 = e^(gL) Π(1−u_j)^(L/N), or

g = −(1/N) Σ_j ln(1−u_j).

The eigenvector is not zero. For the packed configuration x_j = j, the matrix entries are (z_k/v_k)^j. Their determinant is a product of the nonzero numbers z_k/v_k and of their differences, and z_k/v_k = 1/u_k − 1 are all different. As c → 0, both g and E tend to zero. At g = 0 the eigenvalue zero is simple and is the largest, so this branch is E(g).

**Summing over the roots**

Let u = τφ(u), and let f(u) be regular at zero. The coefficient of τⁿ in f(u(τ)), times n, is a contour integral of (df/dτ)/τⁿ. Changing the variable to u, with 1/τ = φ/u, turns it into the coefficient of u^(n−1) in f′(u)φ(u)ⁿ. This is Lagrange's inversion formula. Here φⁿ = (1−u)^(Ln/N). Summing τⁿ over the N values of τ gives Nc^q if n = Nq, and zero otherwise. Hence

Σ_j f(u_j) = N f(0) + Σ_(q≥1) (c^q/q) [u^(Nq−1)] f′(u)(1−u)^(Lq),

where the square bracket means "coefficient of". For g take f = −ln(1−u), with f′ = 1/(1−u). For E take f = u/(1−u), with f′ = 1/(1−u)². The coefficients are (−1)^(Nq−1) times C(Lq−1,Nq−1) and C(Lq−2,Nq−1). With c = (−1)^(N−1)d, the sign becomes (−1)^((2N−1)q−1) = (−1)^(q−1), and

g = (1/N) Σ_q (−1)^(q−1) (d^q/q) C(Lq−1,Nq−1),
E = Σ_q (−1)^(q−1) (d^q/q) C(Lq−2,Nq−1).

To second order write g = a₁d − a₂d² and E = b₁d − b₂d², where

a₁ = C(L−1,N−1)/N, a₂ = C(2L−1,2N−1)/(2N),
b₁ = C(L−2,N−1), b₂ = C(2L−2,2N−1)/2.

Inverting the first series gives d = g/a₁ + a₂g²/a₁³ + …, so

E = (b₁/a₁)g + (b₁a₂/a₁³ − b₂/a₁²)g² + ….

From C(M−1,r) = C(M,r)(M−r)/M follow

b₁/a₁ = N(L−N)/(L−1), b₂/a₂ = 2N(L−N)/(2L−1).

The first ratio is J, as it must be. Twice the coefficient of g² is

Δ = 2(a₂/a₁²)(b₁/a₁ − b₂/a₂)
 = 2(a₂/a₁²) N(L−N) [1/(L−1) − 2/(2L−1)].

The square bracket equals 1/[(L−1)(2L−1)], and a₂/a₁² = N C(2L−1,2N−1)/[2C(L−1,N−1)²]. Thus

Δ = N²(L−N) C(2L−1,2N−1) / [(L−1)(2L−1) C(L−1,N−1)²].

One particle gives Δ = 1, the variance of a free walker that hops at unit rate.

At half filling, C(2L−1,L−1) = C(2L,L)/2 and C(L−1,L/2−1) = C(L,L/2)/2. Then Δ = L³R/[4(L−1)(2L−1)], and D_L = 4Δ/L² is the result stated at the start.

**Large rings, other fillings and the order of limits**

Stirling's formula gives C(2m,m) = 4^m (πm)^(−1/2)[1 − 1/(8m) + …]. Using m = L above and m = L/2 below,

R = (√(πL)/2) [1 + 3/(8L) + …].

The other factor is L/[(L−1)(2L−1)] = [1 + 3/(2L) + …]/(2L). Their product is (√π/4)L^(−1/2)[1 + 15/(8L) + …]. At L = 100, D√L is 0.4515, against a limit of 0.4431.

At another fixed density ρ = N/L, let σ = ρ(1−ρ). Stirling's formula gives C(2L,2N)/C(L,N)² ≃ √(πLσ), and with C(2L−1,2N−1) = (N/L)C(2L,2N) and C(L−1,N−1) = (N/L)C(L,N),

Δ ≃ (√π/2) σ^(3/2) L^(3/2).

The power of L is the same, and σ = 1/4 restores √π/16. The linear law is thus not special to half filling.

Local height moments, which involve no determinant, agree with the formula: D = 0.370370, 0.252000, 0.200117 and 0.170138 for L = 4, 6, 8 and 10. For L = 8, flat and packed initial surfaces give the same D. A simulation at L = 64 gives 0.0547, 4 % below the formula's 0.0570, with a relative sampling error of 2.8 % and a start-up effect that lowers the expected value by about 2 % (extrapolated from rings of up to 18 sites). Shot noise alone would give 0.0159.

The time limit comes before the limit of large L. In one relaxation time, of order L^(3/2), the height variance grows by about L^(−1/2) · L^(3/2) = L, the order of the squared roughness of the surface. For L = 12 the gain in one slowest relaxation time is 0.85, and the squared roughness is 1.08. Well before that time the far side of the ring has little influence. If the variance then depends on time alone and must reach order L at t ∼ L^(3/2), it grows as t^(2/3). An infinite surface stays in that regime.

**A diamond step in engineering units**

Consider a step along [100] on diamond (001), growing from methyl radicals. In the model, its edge is a zigzag of kinks on a square lattice, and an atom attaches at an inner corner. Radicals that do not react return to the gas, so each inner corner has a constant attachment rate. Rough parameters are 1100 K, a methyl pressure of 0.01 Torr and a reaction probability of 0.01 per hit. The extra digits below only let the arithmetic be followed; the parameters do not justify them. Gas kinetics gives 1741 hits per site and second, hence w = 17.41 s⁻¹. The square surface lattice has a spacing of 0.2524 nm, and the height unit is this spacing over √2, or 0.1785 nm.

A periodic segment of L = 200 sites is 35.7 nm long and has D = 0.03163. Scaling the relaxation time from L = 12 gives about 22 s. The true time is some 10 % longer, because the relaxation rate times L^(3/2) still falls on larger rings, but 600 s is late in either case. Then

Var h = 0.03163 × 17.41 s⁻¹ × 600 s × (0.1785 nm)² = 10.5 nm².

The rms wander is 3.2 nm (32 Å), on a mean advance of 937 nm. This is the term linear in t. Var h also contains a constant that is proportional to L and depends on the start. Extrapolated from rings of up to 14 sites, it adds about 3 % for a flat start and about 9 % for the change of height from a stationary start, which raises the rms wander to 3.3 or 3.4 nm. Shot noise alone would give 1.3 nm. That smaller value would also hold if every atom arriving at random were incorporated, because arrivals, not the number of corners, would then set the growth rate. Constant supply to each corner is therefore essential. Here the growing steps consume a share of 9×10⁻⁵ of the hits, so the supply from the gas is not depleted. This does not exclude capture on the terrace followed by migration to the step. If the same small share of the hits on the terrace stuck and reached the step, it would equal the growth at the corners and push the variance towards the shot-noise value. The model holds only where such migration is negligible.

With terraces 10 nm wide, the film grows at 50 nm/h. Real steps depart from the model in several ways. The largest computed change comes from growth by atom pairs, which the paired surface atoms of diamond (001) may favour: at the same corner rate and segment length, a half-filled step of two-by-one blocks has 2.0 times the variance and an rms wander of about 4.6 nm. Such a step runs along the diagonal of the blocks, about 18° away from [100]. A [100] step of the same length has 50 long and 100 short block edges; the formula for Δ with L = 150 and N = 50 then gives a factor of 2.2 and an rms wander of about 4.8 nm. Removing atoms at 5 % of the attachment rate lowers D by 1.8 % on a 12-site ring; the reduction grows with ring size and was not computed at 200 sites. Attachment at straight edges, at 1 % of the corner rate, adds about 2 % to the mean growth directly, and somewhat more through the new corners it creates; its effect on the variance is not known from this estimate. For an assumed barrier of 0.5 eV, a temperature offset of 10 K changes w, and with it the variance, by about 5 %.

Two limits are more serious. The gap between two independent steps would change by 0.46 of a terrace width (rms), so their interaction can't be neglected much beyond 600 s. And a real step is not a ring. A step 1000 nm long would need at least 3300 s to enter the linear regime, so at 600 s its wander would not follow the t/√L law. The 3.2 nm belongs to the periodic segment, and the ends of a real short step could change it by an amount not estimated here. The numerical output lists the remaining values.

Values computed for the example and the checks

```
D = late slope of Var h, hop rate 1, height unit = one slope
L=4: D moments 0.370370, formula 0.370370
L=6: D moments 0.252000, formula 0.252000
L=8: D moments 0.200117, formula 0.200117
L=10: D moments 0.170138, formula 0.170138
L=8, packed start: D moments 0.200117
L=8, symmetric hopping: D moments 0.142857
L=12: shot part of Delta 3.2727, memory part 2.1355
L=12: memory shares of waves 1 to 6:
  0.562 0.017 -0.000 0.100 0.200 0.120
L=6: gap 0.53443, gap*L^1.5 7.854
L=8: gap 0.33717, gap*L^1.5 7.629
L=10: gap 0.23568, gap*L^1.5 7.453
L=12: gap 0.17609, gap*L^1.5 7.320
gap exponent between L=8 and 12: 1.602
L=12: squared roughness 1.0833
L=12: variance gained in 1/gap 0.8531
L=64: D simulated 0.0547, formula 0.0570
L=64: relative sampling error 0.028
L=64: shot noise alone 0.0159
limit of D*sqrt(L): 0.443113
L=10: D*sqrt(L) 0.538024
L=100: D*sqrt(L) 0.451529
L=1000: D*sqrt(L) 0.443945
Diamond: T 1100 K, CH3 0.01 Torr, L 200
reaction probability per hit 0.01
surface lattice 0.2524 nm, height unit 0.1785 nm
segment 35.7 nm, terrace 10 nm
hits per site 1741 /s, kink rate 17.41 /s
relaxation time, scaled from L=12: 22.2 s
time 600 s, step speed 1.561 nm/s
mean advance 937 nm
film growth 50 nm/h
D 0.03163, height variance 10.52 nm^2
rms wander 3.24 nm = 32.4 angstrom
rms from shot noise alone 1.29 nm
removal/attachment 0.05: D change at L=12 -1.81 %
straight-edge/kink rate 0.01: extra growth 2.0 %
share of gas hits consumed 9.0e-05
barrier 0.5 eV, 10 K drift: rate change 4.8 %
growth by atom pairs: variance factor 2.01
rms gap change/terrace width 0.46
relaxation time of a 1000 nm step 3291 s
```
